# Radiative heat conductance of perfectly transmitting planar channels below a wavevector cutoff

Two flat plates at slightly different temperatures face each other across a vacuum gap of some tens of nanometres. Besides ordinary thermal radiation, they exchange energy through evanescent fields, which decay away from each surface but still reach the other plate. A narrower gap admits larger in-plane wavevectors. How much heat could cross if every wave up to some wavevector $q_c$ were transmitted perfectly?

The plates are parallel, laterally uniform and opaque, and each is in local equilibrium. A planar channel is one in-plane wavevector $\mathbf q$, one frequency $\omega$ and one polarisation, s or p. Its transmission $\mathcal T$ is the fraction of the thermal power of a perfect channel that actually crosses. If $\mathcal T=1$ for all $q<q_c$ at every frequency, with $q_c$ independent of frequency and temperature, these channels give the conductance per area and polarisation

$$\frac GA=\frac{k_B^2Tq_c^2}{24\hbar}.$$

The algebra uses atomic units, so $\hbar=1$ and $\mu_0=4\pi/c^2$; $T$ stays in kelvin and $k_B$ is kept. Fields vary as $e^{-i\omega t}$, $n(\omega,T)=1/(e^{\omega/k_BT}-1)$ and $k_0=\omega/c$.

## First derivation: fluctuating fields

**Evanescent emission.** Body 1 fills $z<0$ and body 2 fills $z>d$. For $q>k_0$ the normal wavevector in the gap is $k_z=i\kappa$, with $\kappa=\sqrt{q^2-k_0^2}$. Take s polarisation, with electric field $E$ along $y$. A sheet of polarisation $P$ at $z'$ produces $E=\mu_0\omega^2gP$, where $g''-\kappa^2g=-\delta(z-z')$. With body 1 alone,

$$g=\frac1{2\kappa}\left[e^{-\kappa|z-z'|}+r_1e^{-\kappa(z+z')}\right].$$

The first term has the slope jump $-1$ that the delta function requires. The second is the wave reflected with amplitude $r_1$.

The fluctuation-dissipation theorem gives the thermal part of the field spectrum as $2n$ times the imaginary part of the response, per $d\omega/2\pi$ and $d^2q/(2\pi)^2$. No evanescent wave arrives from distant vacuum, so this field comes from body 1. Writing it as $ae^{-\kappa z}$ and setting $z=z'$,

$$\langle|a|^2\rangle=2n\mu_0\omega^2\,\frac{\operatorname{Im}r_1}{2\kappa}=\frac{n\mu_0\omega^2\operatorname{Im}r_1}{\kappa}.$$

Now add body 2. The gap field is $Ae^{-\kappa z}+Be^{\kappa z}$. Reflection at $z=d$ requires $Be^{\kappa d}=r_2Ae^{-\kappa d}$, so $B=r_2xA$ with $x=e^{-2\kappa d}$. At body 1, $A=a+r_1B$, hence $A=a/(1-r_1r_2x)$.

Faraday's law gives $B_x=iE'/\omega$. The Poynting component is $-E_yB_x/\mu_0$, and the positive- and negative-frequency parts together supply a factor 2:

$$S_z=\frac{2}{\mu_0\omega}\operatorname{Im}(E^*E').$$

In $E^*E'$ the terms in $|A|^2$ and $|B|^2$ are real. The cross terms are $\kappa(A^*B-B^*A)$, whose imaginary part is $2\kappa\operatorname{Im}(A^*B)=2\kappa x\operatorname{Im}r_2\,|A|^2$. A single evanescent wave therefore carries no power along $z$; two opposite ones can. Substitution gives

$$S_z=\frac{2}{\mu_0\omega}\,2\kappa x\operatorname{Im}r_2\,\frac{n\mu_0\omega^2\operatorname{Im}r_1}{\kappa|1-r_1r_2x|^2}=\omega n\,\mathcal T,$$

$$\mathcal T=\frac{4\operatorname{Im}r_1\operatorname{Im}r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2}\qquad(q>k_0).$$

For p polarisation, use the magnetic field $H$ along $y$, with magnetic test dipoles. Maxwell's equations in vacuum keep their form with $\mu_0$ replaced by $\varepsilon_0$: the spectrum is $2n\varepsilon_0\omega^2\operatorname{Im}g$ and the flux is $(2/\varepsilon_0\omega)\operatorname{Im}(H^*H')$. The constant cancels again, leaving the same $\mathcal T$ with p reflection amplitudes defined for $H$. Passive bodies absorb, so $\operatorname{Im}r_j\ge0$ here.

**Propagating emission.** For $q<k_0$, a vacuum wave in equilibrium carries $\omega n$ per $d\omega/2\pi$. The outgoing wave at body 1 consists of reflected power $|r_1|^2\omega n$ and emitted power; equilibrium requires their sum to be $\omega n$. The body thus emits $(1-|r_1|^2)\omega n$. Repeated reflections divide the intensity by $|1-r_1r_2\varphi|^2$, where $\varphi=e^{2ik_zd}$, and body 2 absorbs the fraction $1-|r_2|^2$:

$$\mathcal T=\frac{(1-|r_1|^2)(1-|r_2|^2)}{|1-r_1r_2\varphi|^2}\qquad(q<k_0).$$

**Why one is the ceiling.** Set $\rho_j=r_je^{-\kappa d}$. Expanding the squares,

$$|1-\rho_1\rho_2|^2-|1-\rho_1\rho_2^*|^2=2\operatorname{Re}(\rho_1\rho_2^*-\rho_1\rho_2)=4\operatorname{Im}\rho_1\operatorname{Im}\rho_2.$$

The right side is the numerator of the evanescent $\mathcal T$, so

$$\mathcal T=1-\frac{|1-\rho_1\rho_2^*|^2}{|1-\rho_1\rho_2|^2}\le1.$$

Equality requires $\rho_1\rho_2^*=1$. For identical plates this means $|r|=e^{\kappa d}$: the resonant enhancement must just offset the decay across the gap. For propagating waves,

$$|1-r_1r_2\varphi|^2-(1-|r_1|^2)(1-|r_2|^2)=|r_1-(r_2\varphi)^*|^2\ge0,$$

since both products contain $1+|r_1r_2|^2$, which cancels. The formula for $G/A$ is therefore an upper bound on the contribution from $q<q_c$ for passive plates. It does not bound contributions from $q>q_c$.

**Summing the channels.** Both formulas are symmetric in the two bodies, so the net flux is

$$J=\int\frac{d^2q}{(2\pi)^2}\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,[n(\omega,T_1)-n(\omega,T_2)]\,\mathcal T.$$

With $\mathcal T=1$ for $q<q_c$, the first integral is $2\pi(q_c^2/2)/(2\pi)^2=q_c^2/4\pi$. For the second, put $u=\omega/k_BT$ and expand the Bose function:

$$\int_0^\infty\frac{u\,du}{e^u-1}=\sum_{m=1}^\infty\int_0^\infty ue^{-mu}du=\sum_{m=1}^\infty\frac1{m^2}=\frac{\pi^2}{6}.$$

The last sum follows from the Fourier series $y^2=\pi^2/3+4\sum_m(-1)^m\cos(my)/m^2$ at $y=\pi$. One channel thus carries the one-way power

$$P(T)=\frac{(k_BT)^2}{2\pi}\frac{\pi^2}{6}=\frac{\pi k_B^2T^2}{12}.$$

Hence

$$J=\frac{q_c^2}{4\pi}[P(T_1)-P(T_2)]=\frac{k_B^2q_c^2}{48}(T_1^2-T_2^2).$$

For a small temperature difference, $T_1^2-T_2^2\to2T\,\Delta T$, so $G/A=k_B^2Tq_c^2/24$. Dimensions restore one factor $1/\hbar$.

Since $T_1^2-T_2^2=(T_1+T_2)(T_1-T_2)$, the ratio $J/(T_1-T_2)$ equals $G/A$ at the mean temperature even for a large difference, provided $\mathcal T$ stays at one.

## Second derivation: matched lines

This route needs no field in the gap. Connect each side of a channel to a lossless line ending in a reflectionless absorber at $T_1$ or $T_2$. The gap is a junction that passes all incident power.

At fixed $\mathbf q$, let the line carry a mode with frequency $\omega(k)$, rising with $k$ and covering all positive frequencies. The thermal power moving towards the junction is

$$P=\int\frac{dk}{2\pi}\frac{d\omega}{dk}\,\omega n=\int_0^\infty\frac{d\omega}{2\pi}\,\omega n.$$

The group velocity has cancelled the density of modes, so the line may be replaced by one with constant speed $v$ and $\omega=vk$. Its power follows from thermodynamics. The thermal free energy per length of the waves moving one way is

$$F=k_BT\int_0^\infty\frac{dk}{2\pi}\ln\left(1-e^{-vk/k_BT}\right)=\frac{(k_BT)^2}{2\pi v}\int_0^\infty\ln(1-e^{-u})\,du.$$

Expanding the logarithm gives $-\sum_m m^{-1}\int_0^\infty e^{-mu}du=-\sum_m m^{-2}=-\pi^2/6$. Therefore

$$F=-\frac{\pi k_B^2T^2}{12v},\qquad S=-\frac{\partial F}{\partial T}=\frac{\pi k_B^2T}{6v},$$

$$U=F+TS=\frac{\pi k_B^2T^2}{12v}.$$

All this energy moves at speed $v$, so $P=vU=\pi k_B^2T^2/12$. The speed drops out. The absorber at the far end takes all of $P(T_1)$, and $P(T_2)$ flows back, so the conductance of a channel is $dP/dT=\pi k_B^2T/6$.

To count channels, give the plates a periodic square area $L^2$. The allowed wavevectors form a grid of spacing $2\pi/L$, and for large $L$ the number inside the circle $q<q_c$ is

$$N=\frac{\pi q_c^2}{(2\pi/L)^2}=\frac{L^2q_c^2}{4\pi}.$$

Multiplication gives

$$\frac GA=\frac{q_c^2}{4\pi}\,\frac{\pi k_B^2T}{6}=\frac{k_B^2Tq_c^2}{24},$$

in agreement with the first route.

## What each derivation assumes

Both assume lateral uniformity, local equilibrium and temperature-independent transmission. They differ in how they treat the bodies.

The field derivation accepts lossy bodies and expresses $\mathcal T$ through their reflection amplitudes. It proves that $\mathcal T\le1$ and states what a perfect channel requires. Its price is the fluctuation-dissipation theorem and an explicit model of the gap.

The line derivation takes perfect transmission as given. It shows why no material constant survives, but not whether a material can reach the limit. Its lines are also idealised. In a transparent, isotropic dielectric of refractive index $N_r$, a wave propagates if $N_rk_0>q$. For $\hbar cq_c=9.866$ eV and a photon energy of 0.0463 eV, a wave at $q_c$ would need $N_r>213$. The line is then a thought device rather than a block of ordinary dielectric. The field derivation has no such requirement.

## Limits and attainability

**The far field.** If the cutoff is the vacuum light cone, $q_c$ is replaced by $\omega/c$ inside the frequency integral. With $\hbar$ restored,

$$\frac{G_{\rm bb}}A=\frac{k_B^4T^3}{8\pi^2\hbar^3c^2}\int_0^\infty\frac{u^4e^u}{(e^u-1)^2}du.$$

Integration by parts turns the integral into $4\int_0^\infty u^3/(e^u-1)\,du=24\sum_m m^{-4}$. Parseval's theorem for the series of $y^2$ gives $\pi^4/5=\pi^4/9+8\sum_m m^{-4}$, so the sum is $\pi^4/90$ and the integral is $4\pi^4/15$. Thus

$$\frac{G_{\rm bb}}A=\frac{\pi^2k_B^4T^3}{30\hbar^3c^2}=2\sigma T^3,$$

where $\sigma=\pi^2k_B^4/(60\hbar^3c^2)$ is the Stefan-Boltzmann constant. Two polarisations give the familiar $4\sigma T^3$. The far field grows as $T^3$ because its number of channels grows with frequency; a fixed cutoff leaves a single power of $T$.

**A finite band.** Differentiating $\omega n$ shows that a frequency contributes to the conductance with weight

$$w(u)=\frac{u^2e^u}{(e^u-1)^2}=\left[\frac{u/2}{\sinh(u/2)}\right]^2\le1.$$

If perfect transmission is confined to a band of width $\Delta\omega$ with $\hbar\omega\ll k_BT$, then $w\to1$ and $G/A\to k_B\Delta\omega\,q_c^2/(8\pi^2)$, independent of temperature.

**Can local plates reach the ceiling?** For $q\gg k_0$, $\kappa\simeq q$. Where retardation inside the plates is also negligible, the p amplitude of a plate with local permittivity $\varepsilon$ is $r=(\varepsilon-1)/(\varepsilon+1)$, independent of $q$. Identical plates can then satisfy $|r|=e^{\kappa d}$ at one $q$ per frequency. They cannot transmit perfectly over the whole disc.

They can come close at a chosen frequency. For identical plates the ceiling identity gives

$$\mathcal T=\frac{4(\operatorname{Im}\rho)^2}{(1-|\rho|^2)^2+4(\operatorname{Im}\rho)^2}.$$

At fixed $|\rho|$ this rises with $(\operatorname{Im}\rho)^2$, so an imaginary $r$ is best. With $r=ie^{\kappa_0d}$ it becomes $\mathcal T=\operatorname{sech}^2(\kappa d-\kappa_0d)$. For $q_c=1/d$, let $s=qd$ and $s_0=\kappa_0d$. The filled fraction of the disc is

$$2\int_0^1s\operatorname{sech}^2(s-s_0)\,ds=2\left[\tanh(1-s_0)-\ln\frac{\cosh(1-s_0)}{\cosh s_0}\right].$$

Its maximum is 0.949, at $s_0=0.676$. This applies at one frequency. Wherever $\varepsilon$ is close to 1 at photon energies below $\hbar cq_c$, $r\to0$ and the evanescent transmission vanishes. Only above $\hbar cq_c$, far outside the thermal window for a gap of tens of nanometres, does every channel in the disc propagate, and there $\varepsilon\to1$ gives $\mathcal T\to1$. Perfection over the whole disc at every frequency is an idealisation. How closely a causal material could approach it over the whole thermal window is not settled here.

## Polar plates at room temperature

Take $T=300$ K, $d=20$ nm and the chosen cutoff $q_c=1/d=0.050\ \mathrm{nm}^{-1}$. The channel density is $q_c^2/4\pi=1.9894\times10^{-4}\ \mathrm{nm}^{-2}$, and each channel conducts $2.8393\times10^{-10}$ W/K. Since $1\ \mathrm{nm}^{-2}=10^{18}\ \mathrm{m}^{-2}$,

$$\frac GA=(1.9894\times10^{14})(2.8393\times10^{-10})=5.65\times10^4\ \mathrm{W/(m^2K)},$$

or $3.53\times10^3$ eV/(s Å$^2$ K). This is about $1.8\times10^4$ times the blackbody value of 3.06 W/(m$^2$ K) per polarisation. Plates at 350 and 250 K would exchange $5.65\times10^6$ W/m$^2$ per polarisation. The cutoff matters greatly: doubling $q_c$ multiplies the ceiling by four.

Half of the thermal weight lies below 0.046 eV, 90% below 0.119 eV and 99% below 0.201 eV. Perfect transmission far above this window would add little.

For comparison, consider identical plates with

$$\varepsilon=6\,\frac{E_{LO}^2-E^2-i\gamma E}{E_{TO}^2-E^2-i\gamma E},$$

where $E$ is the photon energy, $E_{TO}=0.100$ eV, $E_{LO}=0.120$ eV and $\gamma=0.001$ eV. The retarded calculation, with energies up to 0.8 eV, gives these conductances in W/(m$^2$ K):

| Polarisation | $q<q_c$ | $q>q_c$ |
|---|---|---|
| p | 487 | 2264 |
| s | 27.9 | 0.002 |

Refining the mesh from 32 to 48 points per panel changes the p and s totals by relative amounts of $8.5\times10^{-6}$ and $3.6\times10^{-4}$. The calculation treats each plate as a half-space. A real plate 0.5 mm thick would be partly transparent at some energies outside the phonon band; at 0.02 eV the absorption length of this model is about 5 mm. Channels whose absorption length along the normal exceeds 0.5 mm supply less than 0.2% of the total conductance, so the half-space is adequate for the total. They supply about 8% of the small s conductance, so the value 27.9 could change by roughly a tenth for such a plate.

Below the cutoff, p waves reach 0.86% of the ceiling. The frequency band explains much of this. Matching needs $|r|\ge1$, and $|\varepsilon-1|>|\varepsilon+1|$ requires $\operatorname{Re}\varepsilon<0$. For weak damping this is essentially the interval between $E_{TO}$ and $E_{LO}$, which holds 6.25% of the thermal weight and would allow 3530 W/(m$^2$ K). It supplies 91.6% of the computed 487, or 446 W/(m$^2$ K), about 13% of the band's own ceiling.

The remaining loss comes from imperfect matching within the band. If $r$ has phase $\theta$ and $\kappa d$ lies a small distance $\delta$ from the match, the formula for identical plates gives $\mathcal T\simeq\sin^2\theta/(\delta^2+\sin^2\theta)$. When $r$ is nearly real, the perfect channels occupy a thin ring in $q$.

Most of the p conductance lies beyond the chosen cutoff. This is allowed: where $|r|>e$, the matching condition falls at $\kappa d>1$. The total for both polarisations, 2779 W/(m$^2$ K), must therefore not be read as a fraction of a universal limit on the gap.

These parameters are rough values for plates of a crystalline polar dielectric with optical phonons near 0.1 eV; in other polar crystals the phonon energies can be several times lower. The result also depends on the damping: $\gamma=0.0005$ and $0.002$ eV would give totals of about 2250 and 3090 W/(m$^2$ K) instead of 2779. A 20 nm gap is demanding for plates of large area. Real plates also break the assumption that the whole temperature difference falls across the gap. Two plates 0.5 mm thick with a conductivity of 100 W/(m K) conduct $10^5$ W/(m$^2$ K) in series. The gap then takes 97% of the drop for the model plates, but 47% if both polarisations reached the ceiling. For a glass, with a conductivity of roughly 1 W/(m K), the plates would conduct $10^3$ W/(m$^2$ K). At the same gap conductance of 2779 W/(m$^2$ K), the gap's share would fall to about 26%.

## Calculated quantities

```
temperature T = 300 K
gap d = 20 nm
cutoff qc = 1/d = 0.050 1/nm
thermal energy kB T = 0.02585 eV
channel density qc^2/(4 pi) = 1.9894e-04 1/nm^2
conductance per channel = 2.8393e-10 W/K
ideal G per polarisation = 5.6486e+04 W/(m^2 K)
same, converted = 3.5256e+03 eV/(s A^2 K)
box count times flux integral = 5.6486e+04 W/(m^2 K)
hot and cold temperatures = 350, 250 K
ideal flux between them, one pol. = 5.6486e+06 W/m^2
blackbody G per polarisation = 3.0620 W/(m^2 K)
ideal G / blackbody G = 1.8447e+04
propagating share of ideal G = 5.421e-05
photon energy hbar c qc = 9.866 eV
50 % of thermal weight lies below 0.0463 eV
90 % of thermal weight lies below 0.1188 eV
99 % of thermal weight lies below 0.2009 eV
source test, largest relative error = 6.0e-15
T at kappa d = 1 if matched at 0.5 = 0.7864
best matching point kappa0 d = 0.6761
best local filling below 1/d = 0.9489
plate model eps_inf = 6.0
plate model E_TO, E_LO = 0.100, 0.120 eV
plate model damping = 0.0010 eV
largest transmission on mesh = 1.000000
plates p, q < qc: 487.09 W/(m^2 K)
plates p, q > qc: 2264.07 W/(m^2 K)
plates s, q < qc: 27.863 W/(m^2 K)
plates s, q > qc: 0.002 W/(m^2 K)
plates total, both pol. = 2779.02 W/(m^2 K)
mesh shift p, s = 8.5e-06, 3.6e-04 (relative)
plates p (q < qc) / ideal G = 0.0086
thermal weight between E_TO and E_LO = 0.0625
ideal G from that band alone = 3532.5 W/(m^2 K)
band share of plates p (q < qc) = 0.9160
plate thickness = 0.5 mm
plate conductivity = 100 W/(m K)
conductance of two plates = 1.000e+05 W/(m^2 K)
share of drop in gap, ideal both pol. = 0.4695
share of drop in gap, plate model = 0.9730
```
